# Why Alternating Flow Leaves an Edge–Centre Residual in Atomic Layer Deposition

Let a precursor cross a wafer of radius $R$ from left to right, with $x$ measured along the flow from the wafer centre, and let $g(x)$ be the thickness grown in one cycle. If the reactor is mirror-symmetric and both inlets deliver the same dose, reversing the flow produces the mirrored map $g(-x)$. Split the first map into its even and odd parts,

$$g(x)=g_e(x)+g_o(x),\qquad g_e(-x)=g_e(x),\quad g_o(-x)=-g_o(x).$$

The reversed cycle then gives $g_e(x)-g_o(x)$. Over equal numbers of forward and reversed cycles whose growths add, the mean is

$$\bar g(x)=\frac{g(x)+g(-x)}{2}=g_e(x).$$

The linear tilt cancels, and so does every other odd component. Curvature at the centre belongs to the even part and survives whatever its cause.

A dimensional argument gives the size of what survives. Suppose depletion of the gas has one rate per length, $\kappa$, so that at fixed centre growth the map depends on position through $\kappa x$. Reversing the flow replaces $\kappa$ by $-\kappa$. The averaged map is therefore even in $\kappa$, and for a smooth map its edge–centre difference starts at order $(\kappa R)^2$, while the one-way tilt starts at order $\kappa R$. Symmetry does not give the coefficient or its sign. For these a model of the uptake is needed.

## A channel that loses precursor to its walls

The wafer forms part of one wall of a channel of height $h$. Gas moves at a uniform speed $u$ and uniform pressure, is well mixed across the gap, and does not spread along the flow. The map is uniform in the direction $y$ across the flow. The number of coated walls is $w$; here $w=2$, because the lid and the carrier around the wafer take up precursor as the wafer does.

Let $\theta$ be the filled fraction of surface sites, $v=1-\theta$ the vacant fraction, $\sigma$ the site density, and $c$ the precursor number density. Molecules of mean thermal speed $\bar v$ strike a wall at rate $c\bar v/4$ per area and react with probability $\beta$ on a vacant site. Adsorption is irreversible, so

$$\sigma\frac{\partial\theta}{\partial t}=\frac{\beta\bar v}{4}\,c\,v .$$

The gas loses what the walls gain. In the delayed time $s=t-(x+R)/u$, which follows the pulse, the gas balance is

$$uh\frac{\partial c}{\partial x}=-w\frac{\beta\bar v}{4}\,c\,v=w\sigma\frac{\partial v}{\partial s}.$$

The last equality is the site balance with $\partial\theta/\partial s=-\partial v/\partial s$. Define the local exposure

$$Y(x)=\frac{\beta\bar v}{4\sigma}\int c\,ds ,\qquad Y(-R)=\tau .$$

The site balance integrates to $v_{\rm end}=v_0e^{-Y}$, where $v_0$ is the vacant fraction before the dose. Integrating the gas balance over the pulse and multiplying by $\beta\bar v/(4\sigma uh)$ gives

$$\frac{dY}{dx}=-\kappa v_0\left(1-e^{-Y}\right),\qquad \kappa=\frac{w\beta\bar v}{4uh}.$$

The shape of the pulse has disappeared; its time integral at the inlet, $\tau$, is what remains. A slow tail during the purge thus counts as part of the dose.

If the co-reactant resets the surface completely, $v_0=1$. Since $1/(1-e^{-Y})=e^Y/(e^Y-1)$, the left side below is a logarithmic derivative:

$$\frac{d}{dx}\ln(e^Y-1)=-\kappa,\qquad e^Y-1=(e^\tau-1)e^{-\kappa(x+R)} .$$

With $\theta=1-e^{-Y}=1/[1+1/(e^Y-1)]$,

$$\theta(x)=\frac{1}{1+re^{\kappa x}},\qquad r=\frac{e^{\kappa R}}{e^\tau-1}=\frac{1-\theta_c}{\theta_c},$$

where $\theta_c=1/(1+r)$ is the coverage at the centre. The thickness per cycle is $\theta$ times the saturated growth per cycle.

## The part that reversal cannot remove

Write $C=\cosh\kappa x$. Putting the forward and reversed coverages over a common denominator gives

$$\bar\theta(x)=\frac12\left[\frac1{1+re^{\kappa x}}+\frac1{1+re^{-\kappa x}}\right]=\frac{1+rC}{1+2rC+r^2}.$$

Subtract the centre value $1/(1+r)$. The numerator of the difference is

$$(1+rC)(1+r)-(1+2rC+r^2)=r(1-r)(1-C).$$

At the edge let $a=\kappa R$ and $D=1+2r\cosh a+r^2$. The edge-minus-centre difference is

$$\Delta=-\frac{r(1-r)(\cosh a-1)}{(1+r)D}.$$

Half of the one-way difference between inlet and outlet edges is

$$H=\frac{\theta(-R)-\theta(R)}2=\frac{r\sinh a}{D}.$$

Now divide. The two identities needed are $(1-r)/(1+r)=2\theta_c-1$ and $(\cosh a-1)/\sinh a=\tanh(a/2)$. The result is

$$\boxed{\Delta=-(2\theta_c-1)\tanh\!\left(\frac{\kappa R}{2}\right)H.}$$

The residual is tied to the tilt that was cancelled. Its sign depends on how far the dose has gone towards saturation. Differentiating the coverage gives the local reason:

$$\theta'=-\kappa\theta(1-\theta),\qquad \theta''=\kappa^2\theta(1-\theta)(1-2\theta).$$

Above half coverage at the centre, the averaged film is thick at the centre. Below half coverage it is thin there. At half coverage the one-way profile is antisymmetric about its centre value, so averaging flattens it completely.

The two limits show the mechanism. Near saturation, with $re^{a}\ll1$, the coverage is $\theta\simeq1-re^{\kappa x}$. The vacant fraction grows exponentially downstream, because the gas arriving there has been depleted. Since $e^{\kappa x}=\cosh\kappa x+\sinh\kappa x$, reversal cancels the sinh and leaves the cosh: the gain at one edge is smaller than the loss at the other. For a very weak dose, with $re^{-a}\gg1$, the coverage is $\theta\simeq r^{-1}e^{-\kappa x}$. Growth then follows the decaying gas density, and its cosh part makes the edges thick.

## Alumina on a 300 mm wafer

Take trimethylaluminium and water at 473 K and 1 Torr, with precursor entering at 0.05 Torr, $h=10$ mm and $u=5$ m/s. The reaction probability $\beta=10^{-3}$ and the saturated growth of 0.1 nm per cycle are rough values. An assumed film density of 3000 kg/m³ converts that growth into $\sigma=3.54$ aluminium sites per nm². The thermal speed of the monomer, $\sqrt{8k_BT/\pi m}$, is 373 m/s. Hence

$$\kappa=\frac{2(10^{-3})(372.7)}{4(5)(0.010)}=3.727\ {\rm m^{-1}},\qquad \kappa R=0.559 .$$

The inlet density is $p/k_BT=1.021\times10^{21}$ m⁻³, which fills bare sites at a rate $\beta\bar v c/4\sigma=26.84$ s⁻¹. The pulse is flat for 0.12 s and then decays with time constant 0.04 s, so its effective length is 0.16 s and $\tau=26.84\times0.16=4.294$.

After 500 one-way cycles, the film is 49.318 nm at the inlet edge, 48.819 nm at the centre and 47.970 nm at the outlet edge. The tilt is 1.348 nm. Alternation brings both edges to the mean of their two values, 48.644 nm, which is 0.175 nm below the centre, or 0.36% of the centre thickness. The boxed formula gives the same residual from the tilt. With $\theta_c=0.9764$,

$$-(0.9527)(0.2725)\frac{1.348\ {\rm nm}}2=-0.175\ {\rm nm}.$$

This is less than two cycles' growth, and has meaning as an average amount of film per area.

The sign change appears at much smaller doses. Half coverage at the centre requires $r=1$, or $\tau=\ln(1+e^{\kappa R})=1.011$. At half that exposure, numerical time integration of the site and gas balances gives an edge-minus-centre coverage of $+0.0136$.

Two remedies can be compared at equal precursor consumption, since each doubles the amount supplied. Doubling the exposure by lengthening the pulse, at fixed flow speed, reduces the residual from 0.175 to 0.0026 nm. Near saturation the vacant fraction falls as $e^{-\tau}$, and tilt and residual fall together. Doubling the flow speed, at fixed inlet density and pulse length, reduces the residual to 0.033 nm in this uniform-pressure model; the pressure drop along the channel, sized below, weakens this remedy. This halves $\kappa$, which lowers both the centre vacancy and the ratio of residual to tilt. For this example the longer dose is the stronger remedy, at the price of a longer cycle.

## A ridge, and what rotation does to it

The surviving pattern is not radial. It depends on $x$ alone, so the side edges at $x=0$ have the centre thickness. Near saturation the film forms a ridge running across the flow.

Suppose instead that the wafer is turned between cycles so that all orientations receive equal weight. Near the centre, at distance $\rho$, averaging over the angle $\phi$ gives

$$\left\langle\theta(\rho\cos\phi)\right\rangle\simeq\theta_c+\frac{\theta''(0)\rho^2}{2}\langle\cos^2\phi\rangle=\theta_c+\frac{\theta''(0)\rho^2}{4}.$$

The curvature along $x$ is halved, and an equal curvature appears along $y$. Their sum, the Laplacian at the centre, remains $\theta''(0)$. Near saturation, rotation turns the ridge into a dome without removing its source. In the example, a numerical average over angles gives a film 0.087 nm thinner all round the edge than at the centre.

## When cancellation is incomplete

Unequal inlets restore an odd part. Let the forward exposure be $\tau(1+\delta)$ and the reverse exposure $\tau(1-\delta)$. Near saturation the one-way tilt $T$ varies as $e^{-\tau}$, so the remaining tilt is approximately

$$\frac{T(\tau+\delta\tau)-T(\tau-\delta\tau)}2\simeq-\delta\,\tau\,T .$$

For $\delta=0.01$ this estimate is $-0.058$ nm; the full coverage formula gives $-0.056$ nm. The film is thinner on the side of the stronger inlet, because the weaker reverse dose has the larger tilt. A 1% departure of each dose from their mean thus leaves a tilt about one third as large as the even residual.

Incomplete reset makes each cycle depend on the last. If the alternating sequence settles to a pattern independent of its start, mirror symmetry still makes successive growth maps mirror images, and the odd part cancels. The residual is no longer the even part of a fresh-surface map. With 5% of filled sites left blocked each time, iterating the exposure equation for 20 pairs of cycles gives a settled residual of $-0.139$ nm, against $-0.175$ nm for full reset. Reversing the flow within a single dose is a different process: both parts compete for the same sites, so their fresh-surface growths cannot be added.

Purging matters in two ways. The tail adds exposure, which the model includes, and precursor still present when water arrives can deposit extra film, which it omits. Let the tail constant be $t_d$, the purge time $t_p$ and the wafer length $L=2R$. Neglecting wall uptake, the gas left in the channel plus that still to arrive fills a length

$$ut_de^{-t_p/t_d}\left[(e^{L/ut_d}-1)+1\right]=ut_de^{-(t_p-L/u)/t_d}$$

at the inlet density. For $t_p=0.4$ s, depositing all of it on the two walls over the wafer length would add at most 0.01 nm to the mean film over 500 cycles. That bound relies on the exponential tail. Slow desorption from reactor walls can outlast it, and the bound does not give the shape of the extra deposit.

The neglected spreading of gas along the flow can also be sized. With nitrogen as the carrier gas, a hard-sphere estimate with collision diameter 0.50 nm gives a diffusivity of about 130 cm²/s. A finite-volume solution including this diffusion and the added spreading by shear, with the channel ending at the wafer edges, reduces the residual by about 3% when it is read 1 mm inside those edges. That reduction comes from the thin layer at the outlet: with the coated channel continued 5 cm past the wafer, the residual instead grows by about 0.8%. The estimate shows only that the effect is at most a few per cent, of either sign. Across the gap, the ratio of wall reaction speed to diffusion speed is $(\beta\bar v/4)h/D_g\simeq0.07$, with $D_g$ the diffusivity, so the well-mixed assumption is reasonable. The precursor is 5% of the gas, and its removal changes the flow speed by no more than about that fraction; the residual moves to $-0.168$ nm if no gas is released on adsorption and to $-0.182$ nm if two molecules are released per precursor.

The viscous pressure drop matters more than any of these. With viscosity $\mu=2.5\times10^{-5}$ Pa s, $12\mu uL/h^2$ is about 3.4% of the inlet pressure $p_0$. The gas expands downstream and its density falls with $p(x)$ even without uptake. The molar flux is still conserved, so $Y=Zp/p_0$ with $dZ/dx=-\kappa(1-e^{-Y})$ and $\kappa$ taken at the inlet speed. Because the vacancy is $e^{-Y}$ with $Y\approx3$ to $4$, a few per cent in $p$ becomes more than ten per cent in the outlet vacancy. The one-way tilt rises to about 1.6 nm and the residual to about $-0.21$ nm, some 20% above the uniform-pressure value, and the boxed formula is then no longer exact. The drop doubles with the speed, so doubling the flow leaves about $-0.075$ nm rather than $-0.033$ nm, while doubling the dose leaves about $-0.004$ nm. The longer dose remains the stronger remedy.

In real alumina deposition, growth near 0.1 nm per cycle is typical, but the effective reaction probability is poorly known and need not be one constant. The residual is sensitive to it. Doubling $\beta$ at fixed pulse and flow doubles both $\kappa R$ and $\tau$; the saturated form $-e^{\kappa R-\tau}(\cosh\kappa R-1)$ then gives about $-0.02$ nm for the same nominal 50 nm film. The dependence is not monotonic: halving $\beta$ gives $-0.173$ nm from the full formula, almost the original value. Real surfaces may also have slow sites that prolong the approach to saturation, and this model does not size their effect. The 0.175 nm is therefore the result for the chosen dose, not a prediction for alumina reactors in general.

## Finding the cause of a measured residual

An edge–centre difference after alternation does not by itself prove precursor depletion. A symmetric temperature profile, for example, can give an even growth map too. A one-way map separates the questions. Its even part predicts the alternated film without any uptake model, provided that the reactor is mirror-symmetric, the inlets match and cycles add. A fixed temperature gradient along the flow, for example, would break the first condition and leave a tilt. To test depletion, measure the saturated growth $g_s$ with a long dose. The model then requires

$$\ln\frac{g_s-g(x)}{g(x)}=\ln r+\kappa x .$$

A straight line whose slope falls inversely with flow speed, at fixed temperature and gap, supports the depletion explanation, provided the pressure drop along the channel is negligible. That drop adds a slope that grows with speed and dose: in the example channel, doubling $u$ multiplies the fitted slope by about 0.67 at the example's dose and 0.56 at $\tau=1$, instead of 0.5. The test is best made with a partial dose, because near saturation $g_s-g$ is a small difference between large numbers. At the example's dose, an error of 0.5% in $g_s$ changes the fitted slope by about 17 to 28%, depending on its sign; at $\tau=1$ the change is about 0.5%. Slow sites can let a weak depletion pattern outlast the filling of most sites. An even pattern that remains once a longer dose no longer raises the growth anywhere on the wafer points to a cause other than precursor depletion.

Numerical values quoted here were computed with a short program.
